# Efficiency of a symmetric Doherty amplifier between back-off and full power

## Problem

A Doherty amplifier contains two identical transistors, called main and peaking, on the same supply voltage $V$. The main device drives a common load through a quarter-wave line, and the peaking device is connected directly to the load. Let $x$ be the amplitude of the output voltage divided by its value at full power. The main device works at all drive levels. The peaking device is off up to $x=1/2$, which lies $20\log_{10}2=6.02$ dB below full power, the "6 dB back-off" point.

Both devices are assigned the class-B current law: each drain current is a half-sine pulse, and harmonics of the drain voltage are short-circuited. With $I_1$ the largest fundamental current amplitude of either device, the drive produces

$$
I_m=xI_1,\qquad I_p=(2x-1)I_1\qquad (1/2\le x\le 1).
$$

The line has impedance $R=V/I_1$ and the load is $R/2$. Knee voltage, passive losses and gate drive power are neglected. Find the drain efficiency $\eta(x)$, the ratio of output power to supply power for a steady carrier, from $x=1/2$ to $x=1$. What are its values at the ends, and does it have an extremum between them?

## A tempting solution

An ideal class-B stage has efficiency $\pi/4$. Above $x=1/2$ the main device is held at its full voltage swing, so it has this efficiency. The peaking device is also class B, so it has it too. If each device turns the fraction $\pi/4$ of its supply power into output, so does the pair. The efficiency would then be constant over the whole range.

The last inference is sound, and so is the statement about the main device. The fault lies in the statement about the peaking device, as the class-B law itself shows.

## What the class-B law fixes

For a pulse $i(\theta)=I_{\max}\cos\theta$ on $-\pi/2<\theta<\pi/2$, and zero for the rest of the period, the mean and the fundamental amplitude are

$$
I_{dc}=\frac{1}{2\pi}\int_{-\pi/2}^{\pi/2}I_{\max}\cos\theta\,d\theta=\frac{I_{\max}}{\pi},
$$

$$
I=\frac{1}{\pi}\int_{-\pi/2}^{\pi/2}I_{\max}\cos^2\theta\,d\theta=\frac{I_{\max}}{2}.
$$

Hence $I_{dc}=(2/\pi)I$. This is a law for currents. If the fundamental voltage amplitude at the device is $U$, in phase with the current, the device delivers $UI/2$ and draws $VI_{dc}$, so

$$
\eta_{\text{device}}=\frac{UI/2}{(2/\pi)VI}=\frac{\pi}{4}\,\frac{U}{V}.
$$

The value $\pi/4$ requires full swing, $U=V$. The swing of each device must therefore be found from the circuit.

## Voltages in the combiner

Use peak-value phasors with time factor $e^{j\omega t}$. Currents are counted as drawn by the drains, and voltages are the negatives of the alternating drain voltages. Compared with the currents flowing into the combiner and the voltages at its terminals, both signs are reversed, which leaves the linear circuit equations and the delivered power unchanged.

Let $V_1$ be the voltage at the main device, $V_2$ the voltage at the load, and $I_2$ the current leaving the line at the load end. A lossless quarter-wave line obeys

$$
V_1=jRI_2,\qquad I_m=\frac{jV_2}{R}.
$$

The second equation gives

$$
V_2=-jRI_m,\qquad |V_2|=RxI_1=xV.
$$

The load voltage is set by the main current alone, whatever the peaking device does.

The peaking current is driven 90 degrees behind the main current, so its phasor is $-jI_p$, in phase with $V_2$. Current balance at the load reads

$$
I_2+(-jI_p)=\frac{V_2}{R/2},
\qquad\text{so}\qquad
I_2=-2jI_m+jI_p.
$$

Inserting this in the first line equation and using $j^2=-1$,

$$
V_1=jR(-2jI_m+jI_p)=R(2I_m-I_p)=RI_1[2x-(2x-1)]=V.
$$

The main device thus keeps full swing throughout the range, while the peaking device, which sits at the load, has swing $xV$:

$$
\eta_m=\frac{\pi}{4},\qquad \eta_p=\frac{\pi}{4}x.
$$

The peaking device reaches $\pi/4$ at full power and has a lower efficiency at every smaller $x$ at which it conducts.

## Efficiency of the pair

The output power is

$$
P_{out}=\frac{|V_2|^2}{2(R/2)}=\frac{x^2V^2}{R}=x^2VI_1,
$$

and the supply power is

$$
P_{dc}=\frac{2}{\pi}V(I_m+I_p)=\frac{2}{\pi}VI_1[x+(2x-1)]=\frac{2}{\pi}VI_1(3x-1).
$$

Their ratio is

$$
\boxed{\eta(x)=\frac{\pi}{2}\,\frac{x^2}{3x-1},\qquad \frac12\le x\le1.}
$$

To compare it with $\pi/4$, write $2x^2=(3x-1)-(2x-1)(1-x)$. Then

$$
\eta=\frac{\pi}{4}\,\frac{2x^2}{3x-1}
=\frac{\pi}{4}\left[1-\frac{(2x-1)(1-x)}{3x-1}\right].
$$

The subtracted term vanishes at $x=1/2$ and $x=1$ and is positive between them. Both ends therefore have $\eta=\pi/4$, or 78.5 %, and the interior lies lower.

The derivative is

$$
\frac{d\eta}{dx}=\frac{\pi}{2}\,\frac{2x(3x-1)-3x^2}{(3x-1)^2}
=\frac{\pi}{2}\,\frac{x(3x-2)}{(3x-1)^2}.
$$

Within the range it vanishes only at $x=2/3$, changing from negative to positive. There

$$
\eta_{\min}=\frac{\pi}{2}\,\frac{4/9}{1}=\frac{2\pi}{9}=69.8\ \%,
$$

at a back-off of $20\log_{10}(3/2)=3.52$ dB. The same result follows without calculus from

$$
\eta-\frac{2\pi}{9}
=\frac{\pi}{4}\,\frac{18x^2-24x+8}{9(3x-1)}
=\frac{\pi(3x-2)^2}{18(3x-1)}\ge0.
$$

## Why the efficiency dips

Just above $x=1/2$ the peaking device begins to draw current from the full supply while its swing is only half of it. As $x$ grows, its efficiency improves, but its share of the supply power grows too. The minimum is the balance of these two trends.

A change of supply isolates the cause. Keep all currents and the load fixed, but feed the peaking device from a voltage $xV$ that follows its swing. The supply power becomes

$$
\frac{2}{\pi}VI_1[x+x(2x-1)]=\frac{2}{\pi}VI_1\,2x^2,
$$

and the efficiency is $\pi/4$ for every $x$ in the range. The tempting solution describes this different amplifier.

Below $x=1/2$ the peaking current is zero and $V_1=2RI_m=2xV$. The main device alone then gives $\eta=\pi x/2$, which joins the upper branch at $\pi/4$. The slope jumps there from $+\pi/2$ to $-\pi/2$, so the back-off maximum is a sharp corner. At full power the slope is only $\pi/8$. A single class-B stage with a fixed load has $\eta=\pi x/4$, half the Doherty value at $x=1/2$.

## Worked example

Take $V=50$ V and a peak current of 4 A per device. Then $I_1=4/2=2$ A, $R=50/2=25$ ohm, the load is 12.5 ohm, and full output is $50\times2=100$ W.

At $x=2/3$ the output is $(4/9)\times100=44.4$ W and the supply power is $(2/\pi)\times100=63.7$ W. Their ratio is 69.8 %. The two devices contribute as follows:

- The main device draws 42.4 W and loses 9.1 W as heat, so it delivers 33.3 W at 78.5 % efficiency.
- The peaking device draws 21.2 W and loses 10.1 W, so it delivers 11.1 W at 52.4 % efficiency.

The peaking device draws half as much power as the main device, yet produces more heat. A single class-B stage at the same $x$ would have 52.4 % efficiency, so even at its minimum the Doherty pair is well ahead. The numerical output lists further points of the curve.

## Comparison with real transistors

These values lie in the regime of gallium nitride transistors for 3.5 GHz base stations; they and the device data below are rough typical values. Practical amplifiers of this kind reach very roughly 50 to 60 % at back-off, below the ideal curve. Part of the difference comes from the knee voltage $V_k$, the drain voltage that must remain at peak current. With the line impedance and the load both reduced by the factor $1-V_k/V$, so that the full swing is $V-V_k$, and this reserve held constant along the curve, every efficiency is multiplied by $1-V_k/V$. For $V_k=5$ V the ends fall to 70.7 % and the minimum to 62.8 %. With the case at 85 °C, a thermal resistance of 2 K/W and a knee voltage growing from 5 V at 300 K as the 1.8th power of absolute temperature, full-power heating brings the channel to about 129 °C and the knee to 8.5 V. The values become 65 % and 58 %. At 6 dB back-off the main device runs cooler and needs less voltage reserve, but with the line, load and currents fixed, its swing and the efficiency do not change. The peak drain voltage, 100 V in the ideal model, stays below a rough breakdown voltage of 150 V.

Passive losses matter as well. A line with 0.1 dB matched loss, at fixed device currents (so that $x$ now means $I_m/I_1$), lowers the efficiency to 75.0 % at $x=1/2$, 67.5 % at $x=2/3$ and 76.8 % at full power. Part of this fall is lost voltage swing at the main device. Inductors of quality factor 50 that tune out 2 pF at each drain dissipate, to first order, 5.5 %, 3.6 % and 2.2 % of the output power at the same three points. Their loss is proportional to $V^2(1+x^2)$ and the output to $x^2$, so between $x=1/2$ and $x=1$ the relative loss is greatest at $x=1/2$. These figures count dissipation only. At fixed device currents the inductors also lower the voltage swings, and with a lossless line the efficiency falls to about 72 %, 65 % and 75 %.

The assumption most specific to this problem is the class-B law for the peaking device. A fixed gate bias that keeps it off up to half drive makes it class C, with pulses shorter than half a period. At full drive its ratio of dc to fundamental current is 0.558 instead of 0.637. If its drive is shaped to preserve $I_p=(2x-1)I_1$, the full-power efficiency rises to

$$
\frac{1}{0.637+0.558}\approx 84\ \%,
$$

and the minimum becomes about 74 %, near $x=0.64$. The price is a peak current of 5.1 A instead of 4 A in the peaking device and, for identical transistors whose current is linear in gate voltage above threshold, a full-power gate drive 2.56 times that of the main device.

Equal drive to both gates would give a peaking fundamental of only $0.39I_1$ at full power. Suppose instead that the peaking drive is not shaped but kept at the fixed ratio 2.56 to the main drive, with the bias at half its full amplitude. The peaking current is then correct at full power, but its amplitude stays below the linear law in between. The relation $V_1=R(2I_m-I_p)$ then demands a main swing above the supply voltage everywhere between $x=1/2$ and $x=1$, by up to 9 % near $x=0.67$. The main device cannot provide this without distorting its current pulse, so the assumed half-sine main current, and any efficiency computed from it, does not hold exactly between these two points.

## Calculated quantities

```
Supply 50 V, peak current per device 4 A
Largest fundamental per device: 2.0 A
Line impedance 25.0 ohm, load 12.5 ohm
x, back-off dB, output W, supply W, efficiency %, peaking device %
0.5000 6.02 25.00 31.83 78.54 off
0.6000 4.44 36.00 50.93 70.69 47.1
0.6667 3.52 44.44 63.66 69.81 52.4
0.8000 1.94 64.00 89.13 71.81 62.8
0.9000 0.92 81.00 108.23 74.84 70.7
1.0000 0.00 100.00 127.32 78.54 78.5
Numerical minimum: x = 0.6667, efficiency 69.81 %
Back-off at minimum: 3.52 dB
At x=2/3: supply power main 42.44 W, peaking 21.22 W
At x=2/3: heat main 9.11 W, peaking 10.11 W
Single class-B stage at x=0.5000: 39.3 %
Single class-B stage at x=0.6667: 52.4 %
Case 85 deg C, thermal resistance 2.0 K/W, knee exponent 1.8
Hot channel: 129 deg C, heat per device 22.1 W
Knee 300 K 5.0 V: ends 70.7 %, minimum 62.8 %
Knee hot 8.5 V: ends 65.2 %, minimum 58.0 %
Peak drain voltage 100 V, rough breakdown 150 V
Matched line loss 0.1 dB; x, efficiency %, main swing V:
  0.5000 75.0 49.2
  0.6667 67.5 49.3
  1.0000 76.8 49.4
Frequency 3.5 GHz, output capacitance 2.0 pF, inductor Q 50
Capacitive reactance 22.7 ohm, loss resistance 1137 ohm
Inductor loss at x=0.5000: 5.5 % of output
Inductor loss at x=0.6667: 3.6 % of output
Inductor loss at x=1.0000: 2.2 % of output
dc/fundamental at full drive: class B 0.6366, class C 0.5575
Class-C peaking, shaped drive: full power 83.7 %
  minimum 73.7 % at x = 0.64
  peak current of peaking device 5.12 A
Class-C peaking, common drive: main swing needed up to 108.7 % of supply
  reached at x = 0.67
```
